Second-harmonic tensors of four point groups, with and without Kleinman symmetry

**The question**

A homogeneous medium is driven by the field E e^(−iωt) + c.c. Its polarization at 2ω is P e^(−2iωt) + c.c. In the local electric-dipole approximation

P_i = ε₀ Q_i(E),  Q_i(E) = Σ_jk χ_ijk E_j E_k.

The product E_j E_k is unchanged when j and k are exchanged, so only the part of χ symmetric in j and k acts, and we set χ_ijk = χ_ikj. An element is written by its indices, for example xyz for χ_xyz.

The point groups are −43m, 6mm, 32 and 422. For −43m, x, y and z are the cube axes. In the other groups z is the main axis; y → −y is a mirror operation of 6mm, and x is a twofold axis of 32 and 422.

**(a) Show that averaging over the group projects onto the allowed tensors, and count the independent elements for each group.**

*Answer.* A symmetry operation R turns χ into

(Rχ)_ijk = Σ_lmn R_il R_jm R_kn χ_lmn,

and an allowed tensor obeys Rχ = χ for every R in the group G. Define, with |G| the number of operations,

Πχ = (1/|G|) Σ_R Rχ.

For any S in G, the products SR run once through the group, so S(Πχ) = Πχ: the average is allowed. If χ is already allowed, every term equals χ and Πχ = χ. Hence Π² = Π, and Π projects onto the allowed tensors. Its eigenvalues are 0 and 1, so its trace is the number of independent elements.

To include the jk symmetry, multiply Π by ½(1 + T), where T exchanges j and k. The two factors commute because R acts alike on all indices, so the product is again a projector. With c(R) = Σ_i R_ii, the traces needed are

without T: Σ_ijk R_ii R_jj R_kk = c(R)³,
with T: Σ_ijk R_ii R_jk R_kj = c(R) c(R²).

The number of elements is therefore the group average of

a(R) = c(R)[c(R)² + c(R²)]/2.

A rotation by φ has c = 1 + 2cos φ; a rotation followed by reflection in the perpendicular plane has c = −1 + 2cos φ. This gives:

- identity: a = 3(9 + 3)/2 = 18
- twofold rotation: a = −1(1 + 3)/2 = −2
- threefold rotation: c = 0, so a = 0
- fourfold rotation: a = 1(1 − 1)/2 = 0
- sixfold rotation: a = 2(4 + 0)/2 = 4
- mirror: a = 1(1 + 3)/2 = 2
- fourfold rotation-reflection: a = −1(1 − 1)/2 = 0

The counts follow.

- −43m has 1 identity, 8 threefold and 3 twofold rotations, 6 fourfold rotation-reflections and 6 mirrors: (18 + 0 − 6 + 0 + 12)/24 = 1.
- 6mm has 1 identity, 2 sixfold, 2 threefold and 1 twofold rotation, and 6 mirrors: (18 + 8 + 0 − 2 + 12)/12 = 3.
- 32 has 1 identity, 2 threefold and 3 twofold rotations: (18 + 0 − 6)/6 = 2.
- 422 has 1 identity, 2 fourfold and 5 twofold rotations: (18 + 0 − 10)/8 = 1.

**(b) Carry out the projection for 6mm, 32 and 422.**

*Answer.* Each of these groups consists of the n rotations C_n about z and the same rotations multiplied by one further operation s. The average therefore splits into two steps:

Π = ½(1 + s) Π(C_n).

It is convenient to project the map Q(E) instead of the tensor. Since R is orthogonal, Rχ belongs to the map R Q(R⁻¹E). We may take χ and E real: Π is real, so the real and imaginary parts of χ are projected separately, and the resulting polynomials hold for complex E as well.

*Step 1, rotations.* Let E± = E_x ± iE_y and Q₊ = Q_x + iQ_y. A rotation by φ multiplies E± by e^(±iφ). Give a quadratic monomial the weight m, the number of factors E₊ minus the number of factors E₋; m runs from −2 to 2. In R Q(R⁻¹E) the monomial acquires

e^(−imφ) in Q_z,  e^(i(1−m)φ) in Q₊.

The average over φ = 2πq/n, q = 0, …, n−1, vanishes unless m (for Q_z) or 1 − m (for Q₊) is a multiple of n. For n = 3, 4 and 6:

- Q_z keeps m = 0, that is E_z² and E₊E₋ = E_x² + E_y².
- Q₊ keeps m = 1, that is E_z E₊.
- For n = 3 alone, Q₊ also keeps m = −2, that is E₋² = E_x² − E_y² − 2iE_xE_y.

The coefficients in Q₊ may be complex. Writing them as a₃ − ia₄ and b₁ + ib₂ and separating real and imaginary parts gives

Q_x = a₃E_zE_x + a₄E_zE_y + b₁(E_x² − E_y²) + 2b₂E_xE_y
Q_y = a₃E_zE_y − a₄E_zE_x − 2b₁E_xE_y + b₂(E_x² − E_y²)
Q_z = a₁E_z² + a₂(E_x² + E_y²),

with b₁ = b₂ = 0 for n = 4 and 6.

*Step 2, the operation s.* It changes signs of field components inside Q and of the matching components of Q itself. The factor ½(1 + s) keeps a term that is unchanged overall and removes one that is reversed.

For 6mm, s reverses y. The a₁, a₂ and a₃ terms are unchanged. The a₄ term is reversed: E_zE_y changes sign in Q_x, and in Q_y the product E_zE_x does not, while Q_y itself does.

For 32 and 422, s reverses y and z. The a₁ and a₂ terms are reversed because Q_z is. In the a₃ term, E_zE_x changes sign in Q_x; in Q_y, E_zE_y does not but Q_y does, so this term is reversed too. In the a₄ term, E_zE_y is unchanged in Q_x, while in Q_y both E_zE_x and Q_y change sign, so it survives. The b₁ term survives for the same reason: E_xE_y and Q_y both change sign. The b₂ term is reversed.

*Reading off the elements.* A mixed product occurs twice in the double sum: Q_x contains 2χ_xxz E_xE_z, for instance. Hence a₁ = χ_zzz, a₂ = χ_zxx, a₃ = 2χ_xxz, a₄ = 2χ_xyz and b₁ = χ_xxx. All elements not listed vanish:

6mm: xxz = xzx = yyz = yzy; zxx = zyy; zzz
32: xxx = −xyy = −yxy = −yyx; xyz = xzy = −yxz = −yzx
422: xyz = xzy = −yxz = −yzx

The numbers 3, 2 and 1 agree with (a).

**(c) Carry out the projection for −43m.**

*Answer.* First average over the identity and the three twofold rotations about x, y and z. Let an element contain the index x n_x times, and so on. The rotation about z multiplies it by (−1)^(n_x+n_y), and the others act correspondingly. If any of these signs is −1, two of the four signs are negative, because the product of two of the rotations is the third; the average is then zero. A surviving element needs n_x, n_y and n_z all even or all odd. Their sum is 3, so each must be 1.

The 24 operations are these four multiplied by the six permutations of the axes, which are the identity, two threefold rotations about [111] and three diagonal mirrors. Averaging over the permutations replaces each of the six remaining elements by their mean:

−43m: xyz = xzy = yxz = yzx = zxy = zyx.

**(d) Kleinman symmetry demands that χ_ijk be unchanged under every permutation of its indices, with the frequencies left in place. Impose it on the four groups.**

*Answer.* In −43m the six elements are already equal, and one remains. In 6mm the condition gives xxz = zxx, leaving this element and zzz. In 32 the xxx family is already fully symmetric, since xyy = yxy = yyx. For the xyz family, the group and Kleinman symmetry require

χ_yxz = −χ_xyz and χ_yxz = χ_xyz,

so χ_xyz = 0, and one element remains. In 422 the xyz family was the whole response. It vanishes, and nothing remains.

The field map shows the geometry. In 422

Q = 2χ_xyz E_z (E_y, −E_x, 0),
E·Q = 2χ_xyz E_z (E_xE_y − E_yE_x) = 0.

For linear polarization the second-harmonic polarization is perpendicular to the driving field. The cubic polynomial E·Q = Σ χ_ijk E_iE_jE_k contains precisely the fully symmetric part of χ. In 422 this part is zero, and Kleinman symmetry permits no other.

**(e) When is Kleinman symmetry justified, and what does a 422 system do otherwise?**

*Answer.* Consider electrons with fixed nuclei, a nondegenerate ground state |0⟩ of energy E₀, and real matrices for H and the dipole μ. Let μ be measured from its ground-state mean; this shift affects neither the dipole at 2ω nor, apart from a phase, the state. For a real amplitude F, the perturbation is −μ_F(e^(−iωt) + e^(iωt)), with μ_F = Σ_j F_jμ_j. Apart from the factor e^(−iE₀t/ħ), the state contains

a e^(−iωt) + b e^(iωt) + c e^(−2iωt) + d e^(2iωt).

Inserting this in the Schrödinger equation gives at first order (H − E₀ − ħω)a = μ_F|0⟩. With G(ω) = (H − E₀ − ħω)⁻¹ acting on the excited states,

a = G(ω)μ_F|0⟩,  b = G(−ω)μ_F|0⟩,
c = G(2ω)μ_F a,  d = G(−2ω)μ_F b.

A ground-state part of c or d would not contribute below, because ⟨0|μ_i|0⟩ = 0. The dipole amplitude at e^(−2iωt) is ⟨0|μ_i|c⟩ + ⟨b|μ_i|a⟩ + ⟨d|μ_i|0⟩, or

p_i = ⟨0| μ_i G(2ω) μ_F G(ω) μ_F + μ_F G(−ω) μ_i G(ω) μ_F + μ_F G(−ω) μ_F G(−2ω) μ_i |0⟩.

Write p_i = Σ_jk β_ijk F_jF_k with β_ijk = β_ikj. This β obeys the same spatial symmetry rules as χ.

At ω = 0 all the G are equal. The dipole μ_i stands in each of the three positions, and μ_j and μ_k occur in both orders, so β_ijk is half the sum over all six orderings. It is fully symmetric: Kleinman symmetry holds in the static limit of this electronic response.

At finite ω the three terms differ. Since the matrices are real, each expectation value equals the one with its factors in reverse order. Reversal turns the first term into the third with ω → −ω, and the second into itself with ω → −ω. Thus β is even in ω. Below the first resonance, where 2ħω or ħω first reaches an excitation energy that contributes (2ħω equal to the gap in the cluster below), a 422 system has β_xyz = Bω² + higher even powers, with B generally nonzero. Kleinman symmetry is an approximation for ω and 2ω far below the electronic resonances. The nuclei were held fixed here. If their motion is included in H, the same argument needs ω and 2ω far below the lattice resonances as well; at frequencies that do not meet this condition, Kleinman symmetry further requires that the lattice contribution be negligible.

*A numerical case.* One electron moves on a 16-site model cluster of symmetry 422, which stands for no real material. The sites are the images under the group of (2.0, 0.8, 1.4) Å with site energy 0 and of (1.0, 2.6, −0.6) Å with site energy 1 eV, and the hopping between sites a distance r apart is −4 eV·exp(−r/1.5 Å). The excitation gap is 3.85 eV. The results, in e Å³/V², at 0, 0.05, 0.1 and 0.2 of the gap (photon energies rounded to two decimals) are:

ħω = 0 : β_xyz = 0
ħω = 0.19 eV : β_xyz = −0.000023
ħω = 0.38 eV : β_xyz = −0.000098
ħω = 0.77 eV : β_xyz = −0.000485

Doubling ħω from 0.005 to 0.010 of the gap multiplies β_xyz by 4.002, as the ω² law requires. The last doubling in the list gives 0.000485/0.000098 ≈ 4.9, so higher powers already matter there.

For a field along (1, 2, 2)/3 at 0.77 eV, the map from (d) gives

p_x/F² = 2(−0.000485)(2/3)(2/3) = −0.00043
p_y/F² = −2(−0.000485)(2/3)(1/3) = +0.00022
p_z/F² = 0.

A separate calculation of the periodically driven state gives the same values to the digits shown.

Clusters of the other groups, driven at 0.2 of their own gaps, show how far Kleinman symmetry fails in these models. In 32, the forbidden ratio |xyz/xxx| is 0.01225/0.90364 ≈ 0.014. In 6mm, xxz/zxx is 0.03339/0.03149 ≈ 1.06, whereas the two elements are equal at zero frequency. The numerical check checks the tensor forms of (b) to (d) against explicit group averages.

Values computed for the example and the checks

```
Sums per operation: a = jk symmetry, b = full symmetry
-43m: order 24, independent 1, with Kleinman 1
  1 ops, det +1, trace +3: a=18, b=10
  6 ops, det -1, trace -1: a=0, b=0
  8 ops, det +1, trace +0: a=0, b=1
  3 ops, det +1, trace -1: a=-2, b=-2
  6 ops, det -1, trace +1: a=2, b=2
  allowed: xyz = xzy = yxz = yzx = zxy = zyx
  Kleinman: xyz = xzy = yxz = yzx = zxy = zyx
6mm: order 12, independent 3, with Kleinman 2
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +2: a=4, b=1
  6 ops, det -1, trace +1: a=2, b=2
  2 ops, det +1, trace +0: a=0, b=1
  1 ops, det +1, trace -1: a=-2, b=-2
  allowed: xxz = xzx = yyz = yzy
  allowed: zxx = zyy
  allowed: zzz
  Kleinman: xxz = xzx = yyz = yzy = zxx = zyy; zzz
32: order 6, independent 2, with Kleinman 1
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +0: a=0, b=1
  3 ops, det +1, trace -1: a=-2, b=-2
  allowed: xxx = -xyy = -yxy = -yyx
  allowed: xyz = xzy = -yxz = -yzx
  Kleinman: xxx = -xyy = -yxy = -yyx
422: order 8, independent 1, with Kleinman 0
  1 ops, det +1, trace +3: a=18, b=10
  2 ops, det +1, trace +1: a=0, b=0
  5 ops, det +1, trace -1: a=-2, b=-2
  allowed: xyz = xzy = -yxz = -yzx
  Kleinman: none
422 projection of unit xyz=xzy: xyz 0.50, yxz -0.50
Site seeds (angstrom): [2.0, 0.8, 1.4] [1.0, 2.6, -0.6]
Site energies [0.0, 1.0] eV, hopping -4.0 eV exp(-r/1.5 A)
beta in e A^3/V^2: static, then at photon energy 0.2 gap
-43m cluster: 48 sites, gap 12.9268 eV
  xyz: -0.01892, -0.02435
6mm cluster: 24 sites, gap 6.4217 eV
  xxz: 0.02841, 0.03339
  zxx: 0.02841, 0.03149
  zzz: 0.01835, 0.01994
32 cluster: 12 sites, gap 2.7641 eV
  xxx: 0.71947, 0.90364
  xyz: 0.00000, 0.01225
422 cluster: 16 sites, gap 3.8464 eV
  xyz: 0.00000, -0.00048
32 static xxx from field energy: 0.7195 e A^3/V^2
422 at 0.05 gap = 0.1923 eV: xyz -0.000023 e A^3/V^2
422 at 0.10 gap = 0.3846 eV: xyz -0.000098 e A^3/V^2
422 at 0.20 gap = 0.7693 eV: xyz -0.000485 e A^3/V^2
422 at 0.30 gap = 1.1539 eV: xyz -0.001628 e A^3/V^2
422 xyz ratio, 0.010 gap to 0.005 gap: 4.0019
422, field along (1,2,2)/3, 0.2 gap: p/F^2 in e A^3/V^2
  Floquet: -0.00043 0.00022 0.00000
  formula: -0.00043 0.00022 0.00000
```
